# Thermal line shape and width of inelastic tunnelling spectra

A vibration in a tunnel contact appears as a peak in the second derivative of current with respect to bias. If the thermal shape of that peak is unknown, its width is easily misread. At 30 K a perfectly sharp mode gives a peak about 14 meV wide; taken for the damping of the mode, this width would imply a lifetime where the model contains no decay at all. Peak heights mislead as well, because they change with temperature even when the coupling does not. What is needed is the line that a sharp mode produces through the Fermi edges alone.

## The model and the rates

Two normal electrodes, L and R, have the same temperature $T$. Their densities of states per spin, $\rho_L$ and $\rho_R$, are constant over the relevant energies. The bias satisfies $eV=\mu_L-\mu_R$ with $e>0$, and current is counted positive when electrons flow from L to R. One undamped mode has energy $w=\hbar\omega$. It enters the tunnelling term linearly, through $M(b+b^\dagger)$, with $M$ independent of energy.

To lowest order in $M$ the golden rule applies. The squared matrix elements of $b+b^\dagger$ from level $n$ are $n+1$ for emission and $n$ for absorption. Averaging over the level populations gives $N+1$ and $N$, where $N$ is the mean level number. The populations need not be thermal, but $N$ is taken to be independent of bias.

Let $E$ be an electron's energy relative to $\mu_L$. After emission on the way to R, its energy relative to $\mu_R$ is $E+eV-w$. With $f(E)=1/(e^{E/kT}+1)$, the rate therefore contains
$$F(\Delta)=\int_{-\infty}^{\infty}dE\,f(E)\,[1-f(E+\Delta)],\qquad \Delta=eV-w .$$
Absorption replaces $-w$ by $+w$, and the reverse direction replaces $eV$ by $-eV$. The net current is
$$I=K\{(N+1)[F(eV-w)-F(-eV-w)]+N[F(eV+w)-F(w-eV)]\},$$
where $K=(4\pi e/\hbar)|M|^2\rho_L\rho_R$ includes both spins.

The size of $K$ follows from a cold contact with $N=0$. There $F(\Delta)$ is $\Delta$ for positive $\Delta$ and zero otherwise, so above threshold $I=K(eV-w)$. The conductance rises by $\Delta G=eK$, hence $K=\Delta G/e$.

## First derivation: the closed form of the current

Set $u=\Delta/kT$, $a=e^u$ and $y=e^{E/kT}$, so that $dE=kT\,dy/y$. Then
$$f(E)=\frac1{1+y},\qquad 1-f(E+\Delta)=\frac{ay}{1+ay},$$
and the factor $y$ cancels:
$$F=kT\int_0^\infty\frac{a\,dy}{(1+y)(1+ay)}.$$
Partial fractions give
$$\frac1{(1+y)(1+ay)}=\frac1{a-1}\left[\frac a{1+ay}-\frac1{1+y}\right].$$
The integral of the bracket is $\ln[(1+ay)/(1+y)]$, which runs from $0$ to $\ln a=u$. Therefore
$$F(\Delta)=kT\,h(u),\qquad h(u)=\frac{au}{a-1}=\frac u{1-e^{-u}}.$$
The value at $u=0$ is the limit $h(0)=1$: even at threshold, thermal electrons and holes allow a flow.

**The occupation drops out.** From the closed form,
$$F(-\Delta)=\frac{\Delta}{e^{\Delta/kT}-1},\qquad F(\Delta)-F(-\Delta)=\Delta .$$
Collect the terms proportional to $N$ in the current and pair equal arguments of opposite sign:
$$[F(eV-w)-F(w-eV)]+[F(eV+w)-F(-eV-w)]=(eV-w)+(eV+w)=2eV .$$
The current is thus
$$I=\frac{\Delta G}{e}[F(eV-w)-F(-eV-w)]+2N\,\Delta G\,V .$$
A fixed occupation adds an ohmic term, which has no second derivative. Physically, as emission from L to R opens at $eV=w$, absorption from R to L closes, and the parts proportional to $N$ compensate.

If the current heats the mode, $N$ depends on $V$ and the compensation fails. The extra second derivative is
$$2\Delta G\left(2\frac{dN}{dV}+V\frac{d^2N}{dV^2}\right),$$
which can distort the line.

**Differentiating twice.** Since $1/(1-e^{-u})=\tfrac12+\tfrac12\coth(u/2)$,
$$h=\frac u2+\frac u2\coth\frac u2 .$$
The derivative of $\coth(u/2)$ is $-1/[2\sinh^2(u/2)]$, so
$$h'=\frac12+\frac12\coth\frac u2-\frac u{4\sinh^2(u/2)} .$$
In the next derivative the second term gives $-1/[4\sinh^2(u/2)]$. The last term gives the same contribution again, plus $u\cosh(u/2)/[4\sinh^3(u/2)]$. Together,
$$h''(u)=\chi(u)=\frac{u\coth(u/2)-2}{4\sinh^2(u/2)} .$$
This function is even. As $F=kT\,h(\Delta/kT)$, two derivatives with respect to energy give $F''=\chi/kT$. Each derivative with respect to $V$ brings a further factor $e$, so
$$\frac{d^2I}{dV^2}=\frac{e\,\Delta G}{kT}\left[\chi\!\left(\frac{eV-w}{kT}\right)-\chi\!\left(\frac{eV+w}{kT}\right)\right].$$
For $w\gg kT$ there is a peak at $eV=w$ and a dip at $eV=-w$. For any $w$ the expression is odd in $V$, as required for a current odd in bias.

## Second derivation: fluctuating sharp edges

The same line follows without the finite-temperature current. A thermal Fermi function is a weighted mixture of sharp steps:
$$f(E)=\int dm\,P(m)\,\theta(m-E),\qquad P(m)=-f'(m),$$
because the integral of $-f'$ from $E$ to infinity is $f(E)$. The weight $P$ is positive, even and normalized. Likewise, $1-f(E)$ is the same mixture of $\theta(E-m)$.

Every rate is a product of one occupation in one electrode and one vacancy in the other. It is linear in each electrode's distribution. The thermal current is therefore the zero-temperature current averaged over independent shifts, $m$ of the left edge and $m'$ of the right.

For sharp edges separated by $\varepsilon=eV+m-m'$, each window integral is a ramp, $r(x)=\max(0,x)$. Since $r(x)-r(-x)=x$, the pairing used above gives
$$I_0=\frac{\Delta G}{e}[r(\varepsilon-w)-r(-\varepsilon-w)+2N\varepsilon].$$
A ramp has a delta function as its second derivative, so
$$\frac{d^2I_0}{dV^2}=e\,\Delta G\,[\delta(\varepsilon-w)-\delta(\varepsilon+w)] .$$
Averaging the first delta function, with $\Delta=eV-w$, requires $m'=m+\Delta$ and gives
$$\int dm\,P(m)P(m+\Delta).$$
The line is the distribution of the difference between two fluctuating edges. Each electrode smears it once.

To evaluate it, put $s=m/kT$ and $P(m)=p(s)/kT$, where $p(s)=e^s/(1+e^s)^2$. The integral becomes $1/kT$ times
$$\int ds\,p(s)p(s+u)=\int_0^\infty\frac{a\,y\,dy}{(1+y)^2(1+ay)^2},\qquad y=e^s .$$
Besides the earlier partial fraction, use
$$\frac y{(1+y)(1+ay)}=\frac1{a-1}\left[\frac1{1+y}-\frac1{1+ay}\right].$$
Multiplying the two identities gives
$$\frac y{(1+y)^2(1+ay)^2}=\frac1{(a-1)^2}\left[\frac{a+1}{(1+y)(1+ay)}-\frac1{(1+y)^2}-\frac a{(1+ay)^2}\right].$$
The three integrals on the right are $(a+1)u/(a-1)$, $1$ and $1$. Hence
$$\int ds\,p(s)p(s+u)=\frac a{(a-1)^2}\left[\frac{a+1}{a-1}u-2\right].$$
With $a/(a-1)^2=1/[4\sinh^2(u/2)]$ and $(a+1)/(a-1)=\coth(u/2)$, this is $\chi(u)$ again. The delta function at $-w$ gives the second term of the spectrum in the same way.

## Width, height and area

The mixture picture also shows that the line has one maximum. Shifting the integration variable gives
$$\chi(u)=\int dt\,p(t-u/2)\,p(t+u/2).$$
The logarithm of $p$ is concave, since $(\ln p)''=-2p<0$. For $u>0$, the logarithmic derivative of the integrand with respect to $u$ is
$$\tfrac12[(\ln p)'(t+u/2)-(\ln p)'(t-u/2)]<0 .$$
The integrand falls at every $t$, so $\chi$ decreases on both sides of zero.

Near the maximum, $u\coth(u/2)=2+u^2/6-u^4/360+\dots$ and $4\sinh^2(u/2)=u^2(1+u^2/12+\dots)$. Their quotient gives
$$\chi(u)=\frac16-\frac{u^2}{60}+\dots$$
Half height means $\chi=1/12$, or
$$u\coth\frac u2-2=\frac13\sinh^2\frac u2 .$$
The positive root is $u_h=2.7196$. The full width at half maximum, measured from zero baseline, is
$$W=2u_h\,kT=5.44\,kT .$$

The area of $\chi$ is $h'(\infty)-h'(-\infty)=1$. The peak therefore has height $e\Delta G/(6kT)$ and area $\Delta G$. Cooling raises and narrows it at fixed area. For an isolated line between flat electrodes, coupling strengths measured at different temperatures should therefore be compared by area.

The variance of one edge distribution follows by expanding $p$ in powers of $e^{-s}$ for $s>0$:
$$2\sum_{n\ge1}(-1)^{n+1}n\int_0^\infty s^2e^{-ns}ds=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}3 .$$
Independent variances add, so the line has variance $2\pi^2(kT)^2/3=6.58\,(kT)^2$. Half-height widths do not combine so simply. One edge alone has width $3.53\,kT$; adding two such widths in squares gives $4.99\,kT$, which is too small. A Gaussian with the correct variance would have width $6.04\,kT$, which is too large. The line is neither Gaussian nor the shape of a single edge.

For $u\gg1$, $\chi\simeq(u-2)e^{-u}$. The peak and dip are then well separated when $w\gg kT$. In the opposite limit, $w\ll kT$, expansion gives
$$\chi\!\left(\frac{eV-w}{kT}\right)-\chi\!\left(\frac{eV+w}{kT}\right)\simeq-\frac{2w}{kT}\,\chi'\!\left(\frac{eV}{kT}\right).$$
The extrema now lie at biases set by $kT$. Changing $w$ alters their height but, at this order, not their position. The width $5.44\,kT$ belongs to an isolated line and cannot be used for such a soft mode.

The complete spectrum was also tested numerically, with oscillator matrix elements from diagonalization and directly summed Fermi integrals. For $w=6kT$, mean occupations of 0, 0.9 and 2.2, and seven values of $eV$ from $-7kT$ to $8kT$, the largest deviation from the formula was $1.7\times10^{-9}/kT$ in $(d^2I/dV^2)/(e\Delta G)$.

## A contact on phosphorus-doped silicon

Consider a metal, a thin oxide and degenerate silicon doped with phosphorus, with a silicon–hydrogen stretching mode at the interface. Rough typical values are a mode energy of 260 meV, a doping of $10^{20}$ cm$^{-3}$, and an oxide 1.5 nm thick with a 3 eV barrier and tunnelling mass $0.5\,m_e$. The conductance at the mode is set to 1.0 mS, and the inelastic step to one per cent of it, so $\Delta G=10\ \mu$S.

At 30 K, $kT=2.585$ meV. The ideal width is
$$W=5.439\times2.585\ \text{meV}=14.06\ \text{meV},$$
or 113 cm$^{-1}$. The peak height is
$$\frac{e\Delta G}{6kT}=\frac{10\ \mu\text{S}}{6\times2.585\ \text{mV}}=0.645\ \text{mA/V}^2 .$$

**Modulation and mode spread.** A lock-in amplifier reads the second harmonic of the current under a bias modulation $V_0\cos\phi$. For small $V_0$, the Taylor term $\tfrac12I''V_0^2\cos^2\phi$ gives a harmonic of amplitude $V_0^2I''/4$. For larger $V_0$, the measurement averages over the line and broadens it. With 2.0 mV rms, the calculated width at 30 K is 14.38 meV. A Gaussian spread of mode energies, 3.0 meV wide at half height, gives 14.44 meV when added alone.

At 4.2 K the thermal width is 1.97 meV, but the same modulation gives 3.76 meV and the same spread 3.67 meV. There either effect alone nearly doubles the thermal width. Cooling removes only the thermal contribution; the broadening from the modulation and from the spread of mode energies remains.

**The silicon density of states.** A parabolic six-valley band with masses $0.98$ and $0.19\,m_e$ puts the Fermi energy $E_F=72.5$ meV above the band edge. For electrons entering silicon at energy $E'=E+\Delta$ from its Fermi level, the density of states is proportional to
$$\sqrt{1+E'/E_F}\simeq1+E'/(2E_F).$$
The product $f(E)[1-f(E+\Delta)]$ is unchanged by $E\to-E-\Delta$, while $E'$ becomes $-E$. The weighted mean of $E'$ is therefore $\Delta/2$, and $F$ is replaced by $F(\Delta)[1+\Delta/(4E_F)]$. With $b=kT/E_F$, its second derivative in units of $1/kT$ is
$$\chi(u)\left(1+\frac{bu}4\right)+\frac b2h'(u).$$
Near zero, $h'\simeq\tfrac12+u/6$. The terms linear in $u$ are $bu/24+bu/12=bu/8$. Balancing their slope against that of $-u^2/60$ gives $u=15b/4$, a peak shift of
$$\frac{15}{4}\frac{(kT)^2}{E_F}=\frac{15}{4}\times\frac{(2.585\ \text{meV})^2}{72.5\ \text{meV}}\simeq0.35\ \text{meV}.$$

The width changes as well. The even part of the correction is $b/4$, from the constant part of $h'$. It raises the half level by $b/8$ but each flank by $b/4$, so the line widens, to first order, by $kT\,b/[4|\chi'(u_h)|]$. To leading order in $kT/E_F$, both shift and widening grow as $T^2$.

The oxide transmission also depends on energy, with a scale of 319 meV. If the mean barrier falls by half the bias, its factor depends on $E'-\Delta/2$, whose weighted mean vanishes; it has no first-order effect. A numerical evaluation with both factors gives a shift of 0.34 meV and a width of 14.65 meV at 30 K. At 77 K the width rises from 36.1 to 40.1 meV.

These figures have three limits. First, they hold for electrons entering silicon. At the opposite polarity the electrons leave silicon from a weighted mean energy $-\Delta/2$, so $b$ changes sign: the line moves by 0.35 meV towards smaller $|V|$ and narrows to 13.50 meV at 30 K and 32.5 meV at 77 K. Second, the widths are read from zero baseline, and the change comes from the step-like term $\tfrac b2h'$. After subtracting a straight baseline through $u=\pm10$, the width at 30 K is 14.07 meV, against 14.04 meV for flat electrodes treated in the same way, and a shift of 0.27 meV remains. Third, the values depend on the band shape: a non-parabolicity of 0.5 eV$^{-1}$ with longitudinal mass $0.916\,m_e$ changes the shift to 0.40 meV and the zero-baseline width to 14.80 meV.

**The elastic current.** The tunnelling current without vibration also has curvature. With the same oxide and density-of-states factors at zero temperature, its second derivative at the mode is about 3.7 times the inelastic peak height at 30 K. This ratio is about 0.5 at 4.2 K and 9.5 at 77 K, since the peak height falls as $1/T$ while the calculated background is held fixed. These ratios rest on two assumptions: the elastic current is proportional to the silicon density of states, and the band is parabolic up to about 0.33 eV above its edge. The real band is not parabolic that far up; a non-parabolicity of 0.5 eV$^{-1}$ raises the ratio at 30 K to about 5.5. The ratios are for electrons entering silicon; at the opposite polarity the parabolic model gives about 2.7 at 30 K. If tunnelling conserves the momentum parallel to the oxide, the curvature also depends on how the number of allowed parallel momenta grows with energy, and it can be larger or smaller. The background of a real contact should therefore be measured. The half-height width has its stated meaning after such a background has been subtracted; an error in the subtraction is not included in the widths above.

**Interference.** Elastic processes of the same order in the coupling can add a dispersive part. As an assumed case, add 0.10 times
$$D(u)=\frac1\pi\,\mathcal P\!\!\int\frac{\chi(v)}{v-u}\,dv .$$
The peak moves by $-0.45$ meV at 30 K, while the calculated width is 14.07 meV. Reversing the sign of the admixture reflects the curve about $u=0$, so the width has no linear change, whereas the shift reverses. A larger admixture needs its own calculation.

**Set beside a real contact.** The doping, oxide and mode energy are of the size found in such structures, but the step fraction and the mode spread vary with the interface and should be measured. The assumption of flat electrodes is broken by degenerate silicon. At 30 K this changes the zero-baseline width of the model line by about four per cent, widening it for electrons entering silicon and narrowing it for electrons leaving; most of this change disappears once a sloping baseline is subtracted. Band bending in silicon, series resistance and interface traps are left out and not sized. At 300 K the formula would give 141 meV, more than half the mode energy. Since $kT/E_F=0.36$ there, the formula for a constant density of states is no longer reliable, and this figure indicates the loss of resolution rather than a predicted width. The numerical output lists the values used here.

## What each derivation assumes

Both derivations use lowest-order tunnelling, linear coupling, an undamped mode and a bias-independent $N$. For the stated line, both also take the electrodes to be flat over the relevant energies. They differ in where equal temperature and flatness enter.

The first derivation needs both from the outset, because it integrates the product of two Fermi functions in closed form. In return it gives the whole inelastic current, including its value at threshold and the ohmic term from the occupied mode. It also makes the effect of mode heating explicit.

The second needs independent electrons whose rates are linear in each electrode's distribution. Equal temperature enters when the two edge distributions are given the same width. If the temperatures are $T_L$ and $T_R$, the line is still the distribution of $m'-m$, with variance
$$\frac{\pi^2k^2}{3}(T_L^2+T_R^2).$$
It remains even, and the fixed occupation still cancels because it multiplies $\varepsilon$, whose thermal average is $eV$. If one electrode is made very cold, its distribution becomes a delta function and the width tends to $3.53\,kT$ of the warmer one. The factor 5.44 therefore records two equally warm edges.

Flatness enters the second derivation in the zero-temperature ramp. A structured electrode replaces the ramp by a function of both edge positions, not of their separation alone; it can still be averaged over the edges. Several sharp modes, each acting independently at lowest order, give a sum of lines with the same thermal shape. If their spacing is small compared with $5.44\,kT$, the lines merge, and a measured width near the thermal value does not by itself prove that one mode is present.

## Values computed for the example and the checks

```
largest error of full current test: 1.7e-09 (units 1/kT)
half-height root u: 2.7196
full width at half maximum: 5.4392 kT
width from numerical current: 5.440 kT
line area: 1.000000; variance: 6.5797 (kT)^2
width of one Fermi edge derivative: 3.526 kT
quadrature guess for the width: 4.986 kT
equal-variance Gaussian width: 6.040 kT
mode energy: 260 meV
main temperature: 30 K
thermal energy: 2.5852 meV
thermal line width: 14.06 meV
same width in wavenumbers: 113.4 cm^-1
elastic conductance at the mode: 1.0 mS
inelastic step fraction: 0.010
inelastic conductance step: 10.0 uS
peak second derivative: 0.6447 mA/V^2
phosphorus doping: 1.0e+20 cm^-3
silicon masses: 0.98, 0.19 m_e; valleys: 6
silicon Fermi energy above band edge: 72.5 meV
oxide: 1.5 nm, 3.0 eV, mass 0.5 m_e
energy scale of oxide transmission: 319 meV
modulation: 2.0 mV rms; mode spread: 3.0 meV FWHM
widths in meV, each neglected effect added alone:
4.2 K: thermal 1.97, modulation 3.76, spread 3.67
4.2 K: electrodes 1.98, peak shift 0.007 meV
4.2 K: elastic background / peak 0.52
30.0 K: thermal 14.06, modulation 14.38, spread 14.44
30.0 K: electrodes 14.65, peak shift 0.337 meV
30.0 K: elastic background / peak 3.70
77.0 K: thermal 36.09, modulation 36.22, spread 36.24
77.0 K: electrodes 40.13, peak shift 2.113 meV
77.0 K: elastic background / peak 9.50
300 K: thermal width 140.6 meV
300 K: kT / silicon Fermi energy 0.357
dispersive admixture: 0.10
admixture, peak shift: -0.174 kT = -0.450 meV at 30 K
admixture, width: 5.444 kT = 14.07 meV at 30 K
```
